\section*{Linear response and narrow-peak limits of a nonlocal kinetic energy functional}

\section*{Problem}

Hartree atomic units are used. A spin-unpolarized density $\rho(\mathbf r)$ is periodic in a cell of volume $V$, with cell average $\langle\rho\rangle=\rho_0=k_F^3/(3\pi^2)$ and Fourier coefficients $u_{\mathbf G}=\langle u\,e^{-i\mathbf G\cdot\mathbf r}\rangle$. The non-interacting kinetic energy $T_s$ is modelled by $T=T_{TF}+T_W+T_{NL}$, with
\begin{align}
T_{TF}&=C\!\int\!\rho^{5/3},\quad C=\tfrac{3}{10}(3\pi^2)^{2/3},\qquad T_W=\int\!\frac{|\nabla\rho|^2}{8\rho},\\
T_{NL}&=C\!\iint\!\rho^\alpha(\mathbf r)\,w(|\mathbf r-\mathbf r'|)\,\rho^\beta(\mathbf r')=CV\sum_{\mathbf G}w(G)\,(\rho^\alpha)^*_{\mathbf G}(\rho^\beta)_{\mathbf G}. \label{nl}
\end{align}
Here $\alpha,\beta>0$, the kernel depends on the density only through $\rho_0$, and $w(G)$ is its Fourier transform. Write $s=\alpha+\beta$, $p=\alpha\beta$, $\eta=G/(2k_F)$ and $R=(T-T_W)/T_{TF}$.

\begin{enumerate}
\item[(a)] Fix $w$ so that $T$ is exact for the uniform gas and reproduces its static linear response. Find the limit of $T_s$ for weak modulations with $\eta\gg1$.
\item[(b)] Demand $R\to-\tfrac35$, that is $T-T_W\simeq-\tfrac35T_{TF}$ to leading order, for a density made of peaks whose width tends to zero at fixed cell and electron number. Find $\alpha$ and $\beta$.
\item[(c)] Decide whether $T_s$ itself can have this limit, and evaluate the model for H$_2$.
\end{enumerate}

\section*{Hints}

\begin{enumerate}
\item Write second-order energies as $\tfrac V2\sum_{\mathbf G\ne0}K(G)|\rho_{\mathbf G}|^2$ and relate $K$ of $T_s$ to the response function through the Euler equation.
\item For $\eta>1$ the energy denominator of the response function has a convergent geometric series.
\item A kernel that is constant in $G$ is local in space, but $w(0)$ is fixed separately.
\item Multiplying $\rho$ by a constant also changes $\rho_0$. Vary instead the volume fraction that the peaks fill.
\item Apply the Cauchy--Schwarz inequality to $\nabla\rho$ written in orbitals.
\end{enumerate}

\section*{Solution}

\subsection*{(a) Response and kernel}

The Euler equation $\delta T_s/\delta\rho+v=\mu$, linearized about $\rho_0$, reads $K_s(q)\rho_{\mathbf q}=-v_{\mathbf q}$. With $\rho_{\mathbf q}=\chi(q)v_{\mathbf q}$ this gives $K_s=-1/\chi$.

In the potential $v\cos(\mathbf q\cdot\mathbf r)$ the plane wave $\mathbf k$ acquires the first-order admixtures $(v/2)e^{\pm i\mathbf q\cdot\mathbf r}/\Delta_\pm$, with $\Delta_\pm=\varepsilon_{\mathbf k}-\varepsilon_{\mathbf k\pm\mathbf q}=-(\pm\mathbf k\cdot\mathbf q+q^2/2)$. Its squared modulus changes by $v\cos(\mathbf q\cdot\mathbf r)(1/\Delta_++1/\Delta_-)$. The two terms give equal sums over the Fermi sphere ($\mathbf k\to-\mathbf k$), and spin gives a further factor 2. With $m$ the cosine of the angle between $\mathbf k$ and $\mathbf q$,
\begin{equation}
\chi=-4\,\frac{2\pi}{(2\pi)^3}\int_0^{k_F}\!k^2dk\int_{-1}^{1}\!\frac{dm}{kqm+q^2/2}. \label{chi}
\end{equation}
For $q<2k_F$ this is a principal value, because the mixing of two occupied states cancels between them. With $a=q/2$ the angular integral is $(kq)^{-1}\ln|(a+k)/(a-k)|$, and $k\ln|(a+k)/(a-k)|$ has the antiderivative $\tfrac12(k^2-a^2)\ln|(a+k)/(a-k)|+ak$, as differentiation confirms. Setting $a=\eta k_F$ and $q=2\eta k_F$,
\begin{equation}
K_s=\frac{\pi^2}{k_F}F(\eta),\qquad \frac1F=\frac12+\frac{1-\eta^2}{4\eta}\ln\left|\frac{1+\eta}{1-\eta}\right|.
\end{equation}
Here $1/F$ is the Lindhard function. As $\eta\to0$ the logarithm tends to $2\eta$, so $F(0)=1$.

For $\eta>1$ one has $|2km/q|\le1/\eta<1$, so the integrand of \eqref{chi} is $(2/q^2)\sum_j(-2km/q)^j$. Odd $j$ integrate to zero. For $j=2n-2$ the angular integral is $2/(2n-1)$ and the radial one is $k_F^{2n+1}/(2n+1)$, and the powers collect as $(4/q^2)(2/q)^{2n-2}k_F^{2n+1}=k_F\eta^{-2n}$. Hence, with $y=\eta^{-2}$,
\begin{align}
\frac1F&=\sum_{n\ge1}\frac{y^n}{4n^2-1}=\frac y3\Big(1+\frac y5+\frac{3y^2}{35}+\dots\Big),\\
F&=\frac3y\Big[1-\frac y5+\Big(\frac1{25}-\frac3{35}\Big)y^2+\dots\Big]=3\eta^2-\frac35-\frac{24}{175\,\eta^2}+\dots, \label{ser}
\end{align}
where $(1+z)^{-1}=1-z+z^2-\dots$ and $1/25-3/35=-8/175$ were used.

The model terms are expanded to second order in $\delta\rho=\rho-\rho_0$; first-order terms vanish because $\langle\delta\rho\rangle=0$. The second derivative of $C\rho^{5/3}$ gives $K_{TF}=\tfrac{10}9C\rho_0^{-1/3}$, and since $\rho_0^{-1/3}=(3\pi^2)^{1/3}/k_F$ this is $\tfrac13(3\pi^2)/k_F=\pi^2/k_F$. From $T_W\approx V\sum G^2|\rho_{\mathbf G}|^2/(8\rho_0)$ follows $K_W=G^2/(4\rho_0)=3\pi^2G^2/(4k_F^3)=(\pi^2/k_F)\,3\eta^2$.

For the uniform gas $T_s=T_{TF}[\rho_0]$ and $T_{NL}=CVw(0)\rho_0^s$, so $w(0)=0$. For $\mathbf G\neq0$, $(\rho^\alpha)_{\mathbf G}=\alpha\rho_0^{\alpha-1}\rho_{\mathbf G}$ to first order, and likewise for $\beta$, so \eqref{nl} gives $K_{NL}=2Cp\,\rho_0^{s-2}w(G)$. The condition $K_{TF}+K_W+K_{NL}=K_s$ reads $2Cp\rho_0^{s-2}w=\tfrac{10}9C\rho_0^{-1/3}g$, that is
\begin{equation}
w(G)=\frac{5}{9p}\,\rho_0^{5/3-s}g(\eta),\qquad g=F-1-3\eta^2,\qquad g(0)=0,\quad g(\infty)=-\frac85. \label{w}
\end{equation}

For weak modulations with all $\eta\gg1$, \eqref{ser} says $K_s\to K_W-\tfrac35K_{TF}$. The second-order part of $T_{TF}$ is $T_{TF}[\rho]-T_{TF}[\rho_0]$ and that of $T_W$ is $T_W$ itself, so to second order in $\delta\rho$
\begin{equation}
T_s\to T_W-\tfrac35T_{TF}[\rho]+\tfrac85T_{TF}[\rho_0]. \label{weak}
\end{equation}
The factor $-3/5$ multiplies the change of $T_{TF}$, and \eqref{w} reproduces it for every pair $(\alpha,\beta)$. Linear response therefore selects no exponents; the selection in (b) is a statement about large amplitudes.

\subsection*{(b) Concentrated peaks}

Split $g=-\tfrac85+r(\eta)$. Then $r(0)=\tfrac85$ and $r\simeq-24/(175\eta^2)$ at large $\eta$; since $r$ is continuous, $\eta^2|r|$ is bounded. Parseval's theorem, $\sum_{\mathbf G}(\rho^\alpha)^*_{\mathbf G}(\rho^\beta)_{\mathbf G}=\langle\rho^s\rangle$, turns the constant into a local term:
\begin{equation}
\frac{T_{NL}}{CV}=\frac{5\rho_0^{5/3-s}}{9p}\Big[-\frac85\langle\rho^s\rangle+\frac85\langle\rho^\alpha\rangle\langle\rho^\beta\rangle+\sum_{\mathbf G\ne0}r\,(\rho^\alpha)^*_{\mathbf G}(\rho^\beta)_{\mathbf G}\Big]. \label{split}
\end{equation}
Let each cell hold one peak $\rho=N\sigma^{-3}\phi(\mathbf r/\sigma)$ with $\int\phi=1$, negligible overlap with its images, and finite $I_\gamma=\int\phi^\gamma$ for $\gamma=\alpha,\beta,s,\tfrac53$. With $f=\sigma^3/V$ and $\rho_0=N/V$,
\begin{equation}
\langle\rho^\gamma\rangle=N^\gamma\sigma^{3-3\gamma}I_\gamma/V=\rho_0^\gamma f^{1-\gamma}I_\gamma .
\end{equation}
The second term of \eqref{split} is proportional to $f^{2-s}$ and the first to $f^{1-s}$, so the second is smaller by a factor of order $f$. In the third, $(\rho^\gamma)_{\mathbf G}=\rho_0^\gamma f^{1-\gamma}\hat\phi_\gamma(\mathbf G\sigma)$, with $\hat\phi_\gamma$ the transform of $\phi^\gamma$. As $\sigma^3/V\to0$ the sum becomes $V\!\int\!d^3q/(2\pi)^3$, whose weight lies at $q\sim1/\sigma$; without $r$ it is the first term, and the factor $|r|\lesssim k_F^2/q^2$, integrable at $q=0$ in three dimensions, makes it smaller by $(k_F\sigma)^2=(3\pi^2Nf)^{2/3}$. Both corrections vanish as $f\to0$. Division by $T_{TF}/(CV)=\rho_0^{5/3}f^{-2/3}I_{5/3}$ leaves
\begin{equation}
R\to1-\frac{8}{9p}\,\frac{I_s}{I_{5/3}}\,f^{5/3-s}. \label{R}
\end{equation}
All powers of $\rho_0$ have cancelled, so rescaling the density gives no condition; the volume fraction does. For $s<5/3$, $R\to1$; for $s>5/3$, $R\to-\infty$. A finite limit other than 1 requires $s=5/3$. Then $I_s=I_{5/3}$, the peak shape drops out, and
\begin{equation}
R_\infty=1-\frac8{9p}=-\frac35\iff\frac{8}{9p}=\frac85\iff p=\frac59 .
\end{equation}
Numbers with sum $s$ and product $p$ are the roots of $x^2-sx+p=0$:
\begin{equation}
x=\frac12\Big[\frac53\pm\sqrt{\frac{25}9-\frac{20}9}\Big]=\frac{5\pm\sqrt5}{6},
\end{equation}
so $\{\alpha,\beta\}=\{1.2060,\,0.4607\}$, the Wang--Govind--Carter (WGC) exponents. The pair is unordered because $w$ is symmetric in $\mathbf r,\mathbf r'$. The Wang--Teter (WT) pair $(\tfrac56,\tfrac56)$ has $p=25/36$ and $R_\infty=1-\tfrac{32}{25}=-\tfrac7{25}$.

The rate of approach follows from the third term. At $s=5/3$, inserting $r\simeq-\tfrac{24}{175}\,4k_F^2/q^2$,
\begin{equation}
R-R_\infty\simeq-\frac5{9p}\,\frac{96}{175}\,k_F^2\,\frac{J}{\int\rho^{5/3}},\qquad J=\frac1{4\pi}\iint\frac{\rho^\alpha(\mathbf r)\rho^\beta(\mathbf r')}{|\mathbf r-\mathbf r'|}, \label{rate}
\end{equation}
because $1/q^2$ is the transform of $1/(4\pi|\mathbf r|)$; the integrals run over one peak. Since $J>0$, the limit is approached from below. The limit holds for the ratio $R$. At fixed cell $\int\rho^{5/3}\propto\sigma^{-2}$ while $J$ does not depend on $\sigma$, so the energy difference $T-T_W-R_\infty T_{TF}$ tends to the negative constant $-\tfrac5{9p}\tfrac{96}{175}Ck_F^2J$; it vanishes when instead the cell grows around a fixed peak. The asymptotic form of $r$ and the replacement of the sum by an integral fail only for $q\sim k_F\sim V^{-1/3}$, a region that holds a fraction of order $f$ of the weight, so the next corrections are of order $(k_F\sigma)^3$, like the $\mathbf G=0$ term. For a Gaussian $\rho\propto e^{-r^2/2\sigma^2}$ the product of transforms is $\propto e^{-cq^2}$ with $c=\tfrac12\sigma^2(1/\alpha+1/\beta)=\sigma^2s/(2p)$. The ratio $J/\!\int\!\rho^{5/3}$ is the mean of $1/q^2$ in this weight, $\int e^{-cq^2}dq/\!\int q^2e^{-cq^2}dq=2c$. For WGC, $5/(9p)=1$ and $s/p=3$, so $R+\tfrac35\simeq-\tfrac{288}{175}(k_F\sigma)^2=-1.646\,(k_F\sigma)^2$. Direct summation of \eqref{nl} over the reciprocal lattice of a cubic cell of side $L$ with $N=2$ gives $R=-0.6080$, $-0.6006$, $-0.6002$ at $L/\sigma=50$, 200, 400. Linear extrapolation of $(R+\tfrac35)/(k_F\sigma)^2$ in $\sigma/L$ from the last two cells yields $-1.647$.

\subsection*{(c) The exact bound and H$_2$}

For occupied spin orbitals $\varphi_i$, $\rho=\sum_i|\varphi_i|^2$ and $\partial_x\rho=2\,\mathrm{Re}\sum_i\varphi_i^*\partial_x\varphi_i$. The Cauchy--Schwarz inequality gives $(\partial_x\rho)^2\le4\rho\sum_i|\partial_x\varphi_i|^2$. Summing the three directions and dividing by $8\rho$,
\begin{equation}
\frac{|\nabla\rho|^2}{8\rho}\le\frac12\sum_i|\nabla\varphi_i|^2\quad\Rightarrow\quad T_s\ge T_W ,
\end{equation}
with equality when all electrons share one real spatial orbital. Since $T_{TF}>0$, the value $T_W-\tfrac35T_{TF}$ lies below this bound for every density. The demand in (b) is thus a rule for choosing exponents, obtained by dropping the constant in \eqref{weak} and extending the rest to large amplitude; it is not a limit of $T_s$.

For H$_2$ at bond length 1.4 bohr, a restricted Kohn--Sham calculation in the local density approximation (Slater exchange, Vosko--Wilk--Nusair correlation, cc-pVDZ basis) gives $T_s=1.07348$ Ha from the kinetic-energy matrix. Quadrature on an atom-centred grid gives $T_W=1.07348$ Ha, equal as the single orbital requires, and $\int\rho^{5/3}=0.33482$ bohr$^{-2}$, $\int\rho^2=0.16207$ bohr$^{-3}$. With $C=2.87123$, $T_{TF}=2.87123\times0.33482=0.9614$ Ha. These digits belong to the small basis and are not converged: aug-cc-pVQZ gives $T_s=1.107$ Ha (3\% higher), $\int\rho^{5/3}=0.3389$ bohr$^{-2}$, $\int\rho^2=0.1676$ bohr$^{-3}$ and $T_{TF}=0.9730$ Ha. The cc-pVDZ density is used below.

The molecular density, sampled with spacing 0.2 bohr in a cube of side 16 bohr and set to zero outside, is repeated in cubic cells of side $L$, with $\rho_0=2/L^3$. Growing $L$ at fixed molecule lowers $f$. The sum \eqref{nl} is evaluated by discrete cosine transform for WGC, WT, the Perrot pair $(1,1)$ and the Smargiassi--Madden (SM) pair $(\tfrac12,\tfrac12)$, giving $R$:
\begin{center}
\begin{tabular}{ccrrrr}
$L$ (bohr) & $k_F$ (bohr$^{-1}$) & WGC & WT & Perrot & SM\\
16 & 0.2436 & $-0.618$ & $-0.298$ & $-4.54$ & 0.868\\
32 & 0.1218 & $-0.613$ & $-0.288$ & $-9.98$ & 0.967\\
48 & 0.0812 & $-0.607$ & $-0.284$ & $-15.43$ & 0.985\\
64 & 0.0609 & $-0.604$ & $-0.282$ & $-20.89$ & 0.992
\end{tabular}
\end{center}
With the aug-cc-pVQZ density the WGC, WT and SM entries move by less than 0.003 (most at $L=16$, where WGC becomes $-0.616$) and the Perrot entries grow in size by about 2\%. WGC and WT lie below their limits, the side that \eqref{rate} predicts. The WGC deviation $|R+\tfrac35|$ falls from 0.0183 to 0.0131 between $L=16$ and 32 and to 0.0042 at $L=64$, more slowly than the factor 4 per doubling of a pure $L^{-2}$ law. Higher-order terms of opposite sign are therefore present at these sizes; the $\mathbf G=0$ term of \eqref{split} is positive and of order $L^{-3}$, but its share was not isolated. Solving $R=R_\infty+b_2L^{-2}+b_3L^{-3}$ at $L=32,48,64$ gives $R_\infty=-0.5999$ (WGC) and $-0.2800$ (WT). For the other pairs the local term of \eqref{split} at $L=64$, where $\rho_0=7.629\times10^{-6}$ bohr$^{-3}$, gives
\begin{align}
R_{\rm Perrot}&\approx1-\tfrac89\,\rho_0^{-1/3}\,\frac{0.16207}{0.33482}=-20.86,\\
R_{\rm SM}&\approx1-\tfrac{32}9\,\rho_0^{2/3}\,\frac{2}{0.33482}=0.992,
\end{align}
the first falling linearly with $L$ and the second tending to 1, as \eqref{R} says for $s=2$ and $s=1$.

At $L=64$ the WGC energy is $1.07348-0.6042\times0.96136=0.4926$ Ha, near the imposed limit $1.07348-0.6\times0.96136=0.4967$ Ha. With overlap between cells neglected, $T_s$ per cell is the molecular value, so the imposed limit is too low by 0.577 Ha, or 15.7 eV, which is 54\% of $T_s$ (with aug-cc-pVQZ the two energies are 0.519 and 0.524 Ha and the gap is 0.584 Ha, 15.9 eV, 53\%). The density-independent WGC kernel studied here, tied to the mean density $\rho_0$, fails for an isolated two-electron molecule in the very regime that fixes its exponents.

\section*{Variation 1: rapid modulation without concentration}

\emph{Find the limit of the WGC model when all $\mathbf G\neq0$ have $\eta\gg1$ but the shape of the modulation is fixed.}

Only the third term of \eqref{split} vanishes. With $s=\tfrac53$ and $5/(9p)=1$,
\begin{equation}
T-T_W\to-\tfrac35T_{TF}+\tfrac85\,CV\langle\rho^\alpha\rangle\langle\rho^\beta\rangle .
\end{equation}
Put $\rho=\rho_0(1+x)$ with $\langle x\rangle=0$. Binomial expansion gives $\langle(1+x)^\gamma\rangle=1+\tfrac12\gamma(\gamma-1)\langle x^2\rangle+\tfrac16\gamma(\gamma-1)(\gamma-2)\langle x^3\rangle+\dots$, and through cubic order the coefficients add in the product. From $\alpha^2+\beta^2=s^2-2p=\tfrac{15}9$ and $\alpha^3+\beta^3=s^3-3sp=\tfrac{125-75}{27}=\tfrac{50}{27}$, the quadratic coefficient is $\tfrac12(\tfrac53-\tfrac53)=0$ and the cubic one is $\tfrac16(\tfrac{50}{27}-5+\tfrac{10}3)=\tfrac5{162}$. Thus $\langle\rho^\alpha\rangle\langle\rho^\beta\rangle=\rho_0^{5/3}[1+\tfrac5{162}\langle x^3\rangle+O(x^4)]$, and the surviving term is the constant $\tfrac85T_{TF}[\rho_0]$ of \eqref{weak} through second order in $x$; deviations from it start at third order, or at fourth order when $\langle x^3\rangle=0$, as for a single cosine.

For $\rho\propto e^{\kappa\cos qx}$ one has $\langle e^{\gamma\kappa\cos qx}\rangle=I_0(\gamma\kappa)$, the modified Bessel function, so $R\to-\tfrac35+\tfrac85I_0(\alpha\kappa)I_0(\beta\kappa)/I_0(5\kappa/3)$. Expanding the cosine about its maximum gives $I_0(z)\simeq e^z/\sqrt{2\pi z}$, so the ratio decays only as $\sqrt{s/(2\pi\kappa p)}=\sqrt{3/(2\pi\kappa)}$. A 256-point Fourier evaluation at $\eta=100$ gives $R=0.692$ for $\kappa=1$ and $-0.238$ for $\kappa=10$.

The exact $T_s$ is available for a gas with $k_F=1$ bohr$^{-1}$ in $v\cos qx$, $q=6$ bohr$^{-1}$ ($\eta=3$). The lowest band $\varepsilon(k)$ along $x$ is found with 25 plane waves; each state carries $(\mu-\varepsilon)/\pi$ electrons and transverse kinetic energy $(\mu-\varepsilon)^2/(2\pi)$ per unit area, and $k$ is integrated by 32-point Gauss--Legendre quadrature. Let $T_0=T_{TF}[\rho_0]$. At $v=0.18$ Ha, $(T_s-T_W-T_0)/(T_{TF}-T_0)=-0.6161$, the value of $F-3\eta^2$ at $\eta=3$. At $v=18$ Ha the density varies by a factor 36.7 and $T_{TF}=1.4573\,T_0$. The exact $T_s-T_W$ is $0.629\,T_0$; WGC gives $0.665\,T_0$, expression \eqref{weak} gives $(-0.874+1.6)\,T_0=0.726\,T_0$, and $-\tfrac35T_{TF}$ alone gives $-0.874\,T_0$. In this one model case the $\mathbf G=0$ term keeps the sign right.

\section*{Variation 2: respecting the bound}

\emph{Can real exponents make $R\to0$ for concentrated peaks, the exact value for one orbital per peak?}

A finite limit other than 1 again needs $s=\tfrac53$, and $R_\infty=0$ needs $p=\tfrac89$. The discriminant $s^2-4p=\tfrac{25}9-\tfrac{32}9$ is negative, so no real pair exists. Real roots require $p\le s^2/4=\tfrac{25}{36}$, and $R_\infty=1-8/(9p)$ increases with $p$, so $R_\infty\le-\tfrac7{25}$, with equality for WT. Every member of this family with $s=\tfrac53$ and a kernel depending only on $\rho_0$ violates $T\ge T_W$ in the peaked limit, and WT violates it least: for H$_2$ its limit is $1.07348-0.28\times0.96136=0.8043$ Ha against $T_s=1.0735$ Ha (0.835 against 1.107 Ha with aug-cc-pVQZ). Members with $s<\tfrac53$ obey the bound there but have $R\to1$, so that $T-T_W\simeq T_{TF}$ to leading order, where a single orbital requires zero.
